# Rotational levels and ortho-para ratio of interstitial hydrogen molecules in silicon

Take a hydrogen molecule in the tetrahedral cage of silicon, with its protons 0.076 nm apart and free to rotate. Its first rotational excitation costs 14.37 meV. At 300 K the thermal energy $kT$ is 25.9 meV, only 1.8 times this gap, so few levels are populated. Yet the equilibrium ratio of ortho to para molecules is 2.991, within 0.3 % of three. At 77 K it is 1.02. A ratio governed by so few levels might be expected to approach its limit slowly, with corrections of order $B/kT$. It does not, and two derivations of the limit show why.

## The rotor and its levels

Treat the molecule as rigid, with its centre fixed at the cage centre and with electrons and stretching vibration in their ground states. The protons sit at $\pm d\,\mathbf n/2$, where $\mathbf n$ is a unit vector. Here $d$ is an effective distance: $1/d^2$ stands for the inverse squared proton distance averaged over the stretching ground state. Their moment of inertia is $I=2m_p(d/2)^2=m_pd^2/2$, so the kinetic energy is

$$\frac{L^2}{2I}=\frac{L^2}{m_pd^2}=-B\Delta,\qquad B=\frac{\hbar^2}{m_pd^2},$$

because $L^2=-\hbar^2\Delta$, with $\Delta$ the Laplacian on the unit sphere.

To find its eigenvalues, let $h=r^JY(\mathbf n)$ be a homogeneous polynomial of degree $J$ with $\nabla^2h=0$. In spherical coordinates

$$0=\nabla^2h=r^{J-2}\left[J(J-1)+2J+\Delta\right]Y,$$

hence $\Delta Y=-J(J+1)Y$ and

$$E_J=BJ(J+1).$$

To count these polynomials, use the inner product on polynomials in which multiplication by $x_i$ is the adjoint of $\partial_i$. Then multiplication by $r^2$ is the adjoint of $\nabla^2$, and the polynomials with $\nabla^2h=0$ are the orthogonal complement of $r^2$ times those of degree $J-2$. Their number is

$$\frac{(J+1)(J+2)}2-\frac{(J-1)J}2=2J+1.$$

Repeating the split on the remainder writes every polynomial on the sphere as a sum of such functions, so no levels are missing.

A polynomial of degree $J$ also obeys $Y(-\mathbf n)=(-1)^JY(\mathbf n)$. Exchanging the protons sends $\mathbf n$ to $-\mathbf n$ and swaps their spins; the electronic and stretching ground states are unchanged. The total state must change sign. Even $J$ therefore needs the antisymmetric spin singlet (para, weight 1), and odd $J$ needs one of the three symmetric triplet states (ortho, weight 3).

For the example $B=7.185$ meV. The levels $J=0,1,2,3$ lie at 0, 14.37, 43.11 and 86.22 meV. The ortho-para gap $2B$ corresponds to 166.8 K.

## Why a moderate cubic field barely changes the first gap

If one proton at position $\mathbf r$ has cage energy $v(\mathbf r)$, the molecule has $V(\mathbf n)=v(d\mathbf n/2)+v(-d\mathbf n/2)$. This is even in $\mathbf n$, so harmonics of odd degree cancel. The twofold rotations of the site make any invariant quadratic form diagonal, and the threefold rotations make its diagonal elements equal. It is then constant on the sphere, so degree 2 is absent as well. At degree 4 the same rotations leave $\sum n_i^4$ and $\sum_{i<j}n_i^2n_j^2$, which are linked by $\sum n_i^4+2\sum_{i<j} n_i^2n_j^2=1$. The leading anisotropy is therefore

$$V=V_4K,\qquad K=n_x^4+n_y^4+n_z^4-\tfrac35 .$$

Averages over the sphere, written $\langle\cdot\rangle$, follow from Gaussian integrals, which factor into a radial and an angular part:

$$\langle n_x^{2p}n_y^{2q}n_z^{2s}\rangle=\frac{(2p-1)!!\,(2q-1)!!\,(2s-1)!!}{(2p+2q+2s+1)!!}.$$

Since $\langle n_x^4\rangle=1/5$, the term $-3/5$ gives $K$ zero average.

**First order.** The $J=1$ states are $\sqrt3\,n_i$. The site rotations forbid matrix elements between different $i$ and make the three diagonal ones equal, so this level stays threefold degenerate. It has no first-order shift, because $n_i^2$ contains no harmonic of degree 4.

For the $J=2$ state $\sqrt{15}\,n_xn_y$,

$$15\langle n_x^2n_y^2K\rangle=15\left(\frac{2}{63}+\frac1{315}\right)-\frac35=\frac{11}{21}-\frac35=-\frac8{105}.$$

Its two cyclic partners shift equally. The densities of all five $J=2$ states add to a constant, so the five shifts add to zero. The remaining pair, degenerate by the threefold rotation, each shifts by $\tfrac12\cdot3\cdot\tfrac8{105}=\tfrac4{35}$ in units of $V_4$. The splitting is $(12+8)V_4/105=4V_4/21$. For $V_4=10$ meV this is 1.905 meV; diagonalization gives 1.894 meV.

**Second order.** The gap between $J=0$ and $J=1$ first changes at this order. The strength of the coupling is

$$c=\langle K^2\rangle=\frac39+\frac6{105}-\frac9{25}=\frac{16}{525}.$$

Acting on $J=0$, $V$ leads only to $J=4$, at energy $20B$. Acting on $J=1$, it leads to $J=3$ and $J=5$, which lie $10B$ and $28B$ higher. To find the two shares, extend $K$ to the harmonic polynomial $H=\sum x_i^4-\frac35r^4$ and write

$$x_iH=\left(x_iH-\tfrac19r^2\partial_iH\right)+\tfrac19r^2\partial_iH .$$

The bracket is harmonic because $\nabla^2(x_iH)=2\partial_iH$ and $\nabla^2(r^2\partial_iH)=(6+12)\partial_iH$. The last term is the degree-3 part. On the unit sphere $|\nabla H|^2$ has a radial part averaging $16c$ and an angular part averaging $4\cdot5\,c$, total $36c$. The degree-3 share, summed over $i$, is $36c/81=\frac49c$, leaving $\frac59c$ for degree 5. The factor 3 from the normalization of $\sqrt3\,n_i$ cancels the division among three equivalent states. Thus

$$E_1-E_0=2B+\frac{cV_4^2}{B}\left(\frac1{20}-\frac{4}{90}-\frac5{252}\right)=2B-\frac{cV_4^2}{70B}=2B-\frac{8V_4^2}{18375\,B}.$$

Both levels move down, $J=1$ by $9/7$ of the shift of $J=0$, so most of the shift cancels in the gap. The example gives a gap change of $-0.0061$ meV by this formula and $-0.0059$ meV by diagonalization, although $V_4$ exceeds $B$. In this model symmetry removes the first-order shifts of the two lowest levels, and the small value of $c$ together with the partial cancellation keeps the second-order change of their gap small, even though the potential varies over the sphere by $2V_4/3=6.7$ meV, nearly as much as $B$.

## First derivation: summing the levels

Assume thermal equilibrium, including conversion between ortho and para, and neglect the tiny energies of the nuclear spins themselves. With $a=B/kT$, define

$$S_\pm=\sum_{J\ge0}(\pm1)^J(2J+1)e^{-aJ(J+1)} .$$

Even levels sum to $(S_++S_-)/2$ and odd ones to $(S_+-S_-)/2$. The ortho-para ratio is therefore

$$r=3\,\frac{S_+-S_-}{S_++S_-},\qquad 3-r=\frac{6S_-}{S_++S_-}.$$

**The alternating sum.** Use $J(J+1)=(J+\frac12)^2-\frac14$. The expression $(-1)^J(J+\frac12)e^{-a(J+1/2)^2}$ is unchanged under $J\to-J-1$, so the sum can run over all integers:

$$S_-=e^{a/4}\sum_{J=-\infty}^{\infty}(-1)^J\left(J+\tfrac12\right)e^{-a(J+1/2)^2}.$$

Poisson's formula, $\sum_Jg(J)=\sum_k\int g(y)e^{2\pi iky}dy$, expresses the Fourier series of a periodic sum. Write $(-1)^J=e^{i\pi J}$, set $x=y+\frac12$ and $q_k=(2k+1)\pi$. The shift gives a factor $e^{-iq_k/2}=-i(-1)^k$, and

$$\int_{-\infty}^{\infty}xe^{-ax^2+iqx}dx=-i\frac{d}{dq}\left[\sqrt{\frac\pi a}\,e^{-q^2/4a}\right]=\frac{iq}{2a}\sqrt{\frac\pi a}\,e^{-q^2/4a}.$$

The factors $-i$ and $i$ multiply to one. Terms $k$ and $-k-1$ are equal, so doubling those with $k\ge0$ gives

$$S_-=e^{a/4}\left(\frac\pi a\right)^{3/2}\sum_{k\ge0}(-1)^k(2k+1)e^{-(2k+1)^2\pi^2/4a}.$$

At small $a$ the $k=0$ term dominates.

**The plain sum.** For $f(x)=(2x+1)e^{-ax(x+1)}$, the Euler-Maclaurin formula gives

$$S_+=\int_0^\infty f\,dx+\frac{f(0)}2-\frac{f'(0)}{12}+\frac{f'''(0)}{720}+\dots$$

The integral is $1/a$, since $(2x+1)dx=d(x^2+x)$. Also $f(0)=1$, $f'(0)=2-a$ and $f'''(0)=-12a+O(a^2)$. Hence

$$S_+=\frac1a+\frac12-\frac16+\frac a{12}-\frac a{60}+O(a^2)=\frac1a+\frac13+\frac a{15}+O(a^2).$$

Keeping the leading terms of both sums,

$$3-r\simeq6aS_-\simeq\frac{6\pi^{3/2}}{\sqrt a}\,e^{-\pi^2/4a}\longrightarrow0 .$$

The power-law terms in $S_+$ are shared equally by odd and even levels, so they do not spoil the ratio. What distinguishes the two sets is exponentially small, with the favourable number $\pi^2/4\approx2.47$ in the exponent.

At 300 K, $a=0.2779$ and the exponential is $e^{-8.88}\approx1.4\times10^{-4}$. The leading form gives $3-r=0.00884$, and the direct sum gives 0.00861. The omitted factor $e^{a/4}/(1+a/3+a^2/15)$, which is $1-a/12$ to first order in $a$, lowers the estimate by 2.4 %, which accounts for most of the difference. The ratio reaches 2.97 at 255 K and differs from three by $3\times10^{-5}$ at 500 K.

The opposite limit keeps only $J=0$ and $J=1$. The latter has three orientations and three spin states, so $r\to9e^{-2B/kT}$. At 20 K this is $9e^{-8.34}\approx0.0022$. Setting the same expression to one gives $T=166.8/\ln9\approx76$ K, in agreement with the full sum.

## Second derivation: the cost of exchanging the protons

The second route uses no energy levels and allows any bounded, smooth cage potential with $V(-\mathbf n)=V(\mathbf n)$. Let $H=-B\Delta+V$, $\beta=1/kT$, and let $P$ reverse $\mathbf n$. Since $P$ commutes with $H$, the para states are selected by $(1+P)/2$ and the ortho orientations by $(1-P)/2$. With

$$Z=\mathrm{Tr}\,e^{-\beta H},\qquad X=\mathrm{Tr}\,(Pe^{-\beta H}),\qquad x=\frac XZ,$$

the spin weights give $r=3(1-x)/(1+x)$, so $3-r=6x/(1+x)$. It remains to show that $x\to0$.

Let $G_V(\mathbf n,\mathbf n';\beta)$ be the matrix element of $e^{-\beta H}$ between orientations. It starts as a delta function and obeys the diffusion equation $\partial_\beta G_V=B\Delta G_V-VG_V$. The trace $Z$ integrates it at $\mathbf n'=\mathbf n$, and $X$ integrates it at $\mathbf n'=-\mathbf n$.

**Comparison rule.** If $D\ge0$ at the start and $\partial_\beta D\ge B\Delta D-VD$, then $D$ stays nonnegative. To see this, add a constant to $V$ so that $V>0$; this only multiplies $D$ by a positive exponential. Suppose $D$ became negative. Where and when it first reaches its most negative value over the interval considered, $\Delta D\ge0$ and $-VD>0$, so $\partial_\beta D>0$. But a value reached for the first time as a minimum requires $\partial_\beta D\le0$, a contradiction. The delta function is handled as the limit of smooth positive starting functions.

The rule gives $G_V\ge0$, hence $X\ge0$ and $r\le3$ at every temperature in this class of models. Apply it also to $e^{-\beta V_{\min}}G_0-G_V$ and $G_V-e^{-\beta V_{\max}}G_0$, where $G_0$ is the free kernel. Their equations contain the additional nonnegative terms $(V-V_{\min})e^{-\beta V_{\min}}G_0$ and $(V_{\max}-V)e^{-\beta V_{\max}}G_0$. Therefore

$$e^{-\beta V_{\max}}G_0\le G_V\le e^{-\beta V_{\min}}G_0 .$$

**Bound on the exchange.** Free diffusion depends on $a=\beta B$ and the angle $\theta$ turned. Let $s=2(1-\cos\theta)$ be the squared chord, and try

$$w=\frac{e^a}{4\pi a}\,e^{-s/4a}.$$

On the sphere $|\nabla s|^2=4\sin^2\theta=s(4-s)$ and $\Delta s=4\cos\theta=4-2s$. Then

$$\partial_aw=w\left(1-\frac1a+\frac s{4a^2}\right),\qquad
\Delta w=w\left(\frac{s(4-s)}{16a^2}-\frac{4-2s}{4a}\right),$$

and subtraction gives

$$\partial_aw-\Delta w=w\left(1+\frac{s^2}{16a^2}-\frac s{2a}\right)=w\left(1-\frac s{4a}\right)^2\ge0 .$$

As $a\to0$, $w$ concentrates at $\theta=0$. The area element integrated over azimuth is $\pi\,ds$, so its integral is $e^a(1-e^{-1/a})\to1$. It starts as the same delta function as $G_0$, and the comparison rule gives $G_0\le w$. Reversal means $s=4$. Integrating over all orientations,

$$X\le e^{-\beta V_{\min}}\,\frac{e^a}a\,e^{-1/a}.$$

**Bound on the full trace.** Composing two half-steps and using the Cauchy-Schwarz inequality,

$$G_0(\mathbf n,\mathbf n;\beta)=\int G_0(\mathbf n,\mathbf n';\beta/2)^2d\Omega'\ge\frac1{4\pi}\left[\int G_0(\mathbf n,\mathbf n';\beta/2)\,d\Omega'\right]^2=\frac1{4\pi},$$

because free diffusion conserves its integral. Thus $Z\ge e^{-\beta V_{\max}}$ and

$$0\le3-r\le6x\le6\,e^{\beta(V_{\max}-V_{\min})}\,\frac{e^a}a\,e^{-1/a}.$$

When $T\to\infty$, the potential factor tends to one and $e^{-1/a}/a$ tends to zero. Again $r\to3$.

The distinction between ortho and para orientations survives in equilibrium only through $X$, which requires a half-turn in imaginary time. At high temperature that time is too short. The first derivation gives $e^{-\pi^2/4a}$, where $\pi$ is the arc of a half-turn; the bound uses the shorter chord, of length 2, and gives $e^{-4/4a}$.

## What each derivation assumes

Both assume thermal equilibrium, identical protons, and a rigid molecule with a fixed centre and an unexcited stretching vibration. The first also assumes the free spectrum. In return it gives the size of the deviation and the temperature at which three to one becomes a good approximation. The second needs only the reversal symmetry and boundedness of the potential. It shows that the limit does not depend on free rotation, but its bound is loose: for the free rotor at 300 K it allows $3-r$ up to 0.78, while the sum gives 0.0086.

Diagonalization provides a test between these extremes. With $V_4=50$ meV and with $V_4=-200$ meV, both at 600 K, the ratio lies within 0.001 of three. Strong hindrance changes the levels, but it does not change the limiting ratio.

## The molecule in real silicon

The bond length, rattling quantum (80 meV) and stretching quantum (450 meV) used here are rough values in the regime of H$_2$ in silicon. The anisotropy and the two couplings below are illustrative strengths. The low-temperature numbers depend on the bond length: for $d$ between 0.074 and 0.078 nm the gap runs from 15.2 to 13.6 meV and the ratio at 77 K from 0.91 to 1.14, while the ratio at 300 K only moves from 2.987 to 2.995.

The centre of the molecule is not really fixed. By symmetry, a displacement $\mathbf u$ can couple linearly to orientation through $g(u_xn_yn_z+u_yn_zn_x+u_zn_xn_y)$. With $g=1$ eV/nm and $V_4=10$ meV, joint diagonalization gives a gap of 14.34 meV instead of 14.37 meV. The ratio remains 2.991 at 300 K and changes from 1.024 to 1.029 at 77 K. This coupling is a weak choice: simple repulsive pair models of the cage, scaled to the 80 meV rattling quantum, give $g$ of about 9 to 15 eV/nm. The gap shift grows roughly as $g^2$. With $g=6$ eV/nm the gap is 13.45 meV and the ratio at 77 K is 1.17, while the ratio at 300 K is still 2.993. The gap of the real defect can therefore differ from $2B$ by much more than the weak coupling suggests. In a classical estimate with a harmonic bond, centrifugal stretching lowers $J=1$ by 0.03 meV and $J=3$ by 1.0 meV. Zero-point stretching matters more: if $d$ were the minimum of that harmonic bond instead of the effective distance, $J=1$ would lie higher by about $6B^2/(450\ \text{meV})\approx0.7$ meV. This sign belongs to the harmonic model. A real bond is anharmonic, which lengthens its average distance and lowers the level; in free H$_2$ this effect outweighs the harmonic one. Strain or a neighbouring defect can break the tetrahedral symmetry: an axial field $V_2(3n_z^2-1)/2$ of strength $V_2=1$ meV splits $J=1$ by 0.60 meV. Recoil of the silicon atoms is left out.

The assumption that matters most in practice is equilibrium between the two spin species. Conversion needs a process that changes the total nuclear spin, and in silicon it can be slow compared with cooling. If a crystal equilibrated at 300 K is cooled to 77 K without conversion, its ratio stays at 2.99 instead of falling to 1.02. A ratio near three found in a cold sample may therefore be left over from an earlier, warmer equilibrium. It does not tell which temperature that was, because the ratio hardly changes above room temperature. Nor should the high-temperature limit be taken literally: the molecule must remain intact in its cage. In this model the ratio is already within 1 % of three at 255 K. The numerical output below lists the values for the example.

## Computed results

```
input: proton distance d = 0.076 nm
input: cubic anisotropy V4 = 10.0 meV
input: rattling quantum = 80.0 meV
input: displacement coupling g = 1.0 eV/nm
input: stretching quantum = 450.0 meV
input: axial field V2 = 1.0 meV
rotational constant B = 7.1848 meV
free level J=0: 0.000 meV, spin weight 1
free level J=1: 14.370 meV, spin weight 3
free level J=2: 43.109 meV, spin weight 1
free level J=3: 86.218 meV, spin weight 3
ortho-para gap 2B = 14.370 meV
ortho-para gap 2B/k = 166.8 K
J=2 splitting by V4, diagonalized = 1.8935 meV
J=2 splitting by V4, first order = 1.9048 meV
gap shift by V4, diagonalized = -0.00593 meV
gap shift by V4, second order = -0.00606 meV
T=20 K: ortho/para = 0.002154, ortho fraction = 0.00215
T=77 K: ortho/para = 1.024427, ortho fraction = 0.50603
T=150 K: ortho/para = 2.535797, ortho fraction = 0.71718
T=300 K: ortho/para = 2.991387, ortho fraction = 0.74946
T=500 K: ortho/para = 2.999970, ortho fraction = 0.75000
a = B/kT at 300 K = 0.2779
3 - ratio at 300 K, direct sum = 0.008613
3 - ratio at 300 K, leading form = 0.008836
temperature where ratio = 1: 76.1 K
temperature where ratio = 2.97: 254.8 K
rattling zero-point amplitude u0 = 0.01139 nm
coupling energy G = g*u0 = 11.39 meV
gap shift by rattling, diagonalized = -0.0216 meV
gap shift by rattling, second order = -0.0215 meV
J=2 splitting by rattling alone = 0.2783 meV
gap with V4 and rattling together = 14.3407 meV
J=2 splitting with both together = 2.1658 meV
T=77 K: ratio with V4 and rattling = 1.02872
T=300 K: ratio with V4 and rattling = 2.99144
centrifugal shift of J=1 = -0.0291 meV
centrifugal shift of J=3 = -1.0182 meV
J=1 splitting by axial field = 0.5993 meV
```
